\section*{Transfer coefficients of an open uniform RC line}

A long, narrow wire on a chip has resistance and capacitance spread along its whole length. A voltage step applied at one end therefore arrives at the other end both late and smeared out. This problem finds how much of each, from the expansion of the transfer function at low frequency.

The wire has length $\ell$, resistance $r$ per length and capacitance $c$ per length, both constant. Its totals are $R=r\ell$ and $C=c\ell$, and $\tau=RC$. It is uncharged before $t=0$. At $x=0$ it is driven by an ideal voltage source, one without internal resistance. At $x=\ell$ it is open, so no current leaves there. Inductance is left out until part (f), and leakage through the insulator is neglected throughout. Laplace transforms are $V(x,s)=\int_0^\infty V(x,t)\,e^{-st}\,dt$, and the transfer function is expanded as
\begin{equation}
H(s)=\frac{V(\ell,s)}{V(0,s)}=m_0+m_1s+m_2s^2+\dots
\end{equation}
The second transfer coefficient is $m_2$, the factor of $s^2$ in $H$ itself, with no factorial taken out.

\section*{(a) The voltage along the line}

\emph{Find $V(x,s)$ for a given source voltage $V_{\rm in}(s)$.}

Let $I(x)$ be the current towards larger $x$. Over a piece $dx$ the voltage falls by $r\,dx\,I$. The current falls by what charges the piece, $c\,dx\,\partial V/\partial t$. Since the line starts uncharged, the time derivative becomes a factor $s$:
\begin{equation}
\frac{dV}{dx}=-rI,\qquad \frac{dI}{dx}=-sc\,V .
\end{equation}
Differentiate the first equation and insert the second. With $X=x/\ell$, each derivative in $x$ is $1/\ell$ times one in $X$, so
\begin{equation}
\frac{d^2V}{dX^2}=\ell^2 s\,rc\,V=\theta^2V,\qquad \theta^2=s\tau .
\end{equation}
It is convenient to measure distance from the open end:
\begin{equation}
V=A\cosh[\theta(1-X)]+B\sinh[\theta(1-X)] .
\end{equation}
The current is $I=-(1/R)\,dV/dX$. The inner derivative of $1-X$ supplies a second minus sign, so
\begin{equation}
I=\frac{\theta}{R}\left\{A\sinh[\theta(1-X)]+B\cosh[\theta(1-X)]\right\}.
\end{equation}
At $X=1$ this is $\theta B/R$, which must vanish; hence $B=0$. At $X=0$ the voltage is $A\cosh\theta=V_{\rm in}$. Therefore
\begin{equation}
V(X,s)=V_{\rm in}(s)\,\frac{\cosh[\theta(1-X)]}{\cosh\theta}.
\end{equation}
For $s\to0$ the ratio $V/V_{\rm in}$ tends to 1 everywhere: at rest no current flows, and no voltage is lost along the wire.

\section*{(b) The expansion}

\emph{Expand $H(s)$ to second order in $s$, and state where the series converges.}

At $X=1$ the numerator is $\cosh 0=1$, so $H=1/\cosh\theta$. Write $u=\theta^2=s\tau$. Because $\cosh$ is even, the sign chosen for the root does not matter, and whole powers of $u$ remain:
\begin{equation}
\cosh\sqrt u=1+\frac{u}{2}+\frac{u^2}{24}+\frac{u^3}{720}+\dots
\end{equation}
Set $H=1+a_1u+a_2u^2+a_3u^3+\dots$ and require $H\cosh\sqrt u=1$. Each power of $u$ beyond the zeroth must cancel:
\begin{align}
u:&\quad a_1+\tfrac12=0, & a_1&=-\tfrac12,\\
u^2:&\quad a_2+\tfrac12a_1+\tfrac1{24}=0, & a_2&=\tfrac14-\tfrac1{24}=\tfrac5{24},\\
u^3:&\quad a_3+\tfrac12a_2+\tfrac1{24}a_1+\tfrac1{720}=0, & a_3&=-\tfrac{75-15+1}{720}=-\tfrac{61}{720}.
\end{align}
Since $u^k=\tau^ks^k$,
\begin{equation}
m_0=1,\qquad m_1=-\frac{RC}{2},\qquad m_2=\frac{5(RC)^2}{24}.
\end{equation}
The expansion of $1/H=\cosh\sqrt u$ has a different second coefficient, $(RC)^2/24$. The two are related by $m_2=m_1^2-(RC)^2/24$.

The series converges up to the singularity of $H$ nearest to $u=0$. The zeros of $\cosh\theta$ are at $\theta=\pm i(2k+1)\pi/2$ with $k=0,1,2,\dots$, that is, at $u=-(2k+1)^2\pi^2/4$. The nearest has $|u|=\pi^2/4$, so the condition is $|s|RC<\pi^2/4$.

\section*{(c) The same coefficient from the charging currents}

\emph{Obtain $m_2$ from the line equation without using hyperbolic functions, and say what each order means.}

For small $s$ the voltage can be expanded at every point, $V(X,s)=V_{\rm in}\sum_k m_k(X)s^k$. The factor $s$ on the right of $V''=s\tau V$ links each order to the one before:
\begin{equation}
m_k''=\tau\,m_{k-1},\qquad m_k(0)=0\ (k\ge1),\qquad m_k'(1)=0 .
\end{equation}
The source fixes the voltage at $X=0$, so only the zeroth order is non-zero there. The open end makes the slope vanish at $X=1$. Order zero is $m_0(X)=1$. Integrating $m_1''=\tau$ twice gives
\begin{equation}
m_1'=\tau(X-1),\qquad m_1=\tau\left(\frac{X^2}{2}-X\right).
\end{equation}
Next, $m_2''=\tau^2(X^2/2-X)$ gives $m_2'=\tau^2(X^3/6-X^2/2+K)$. The open end requires $K=\frac12-\frac16=\frac13$, and then
\begin{equation}
m_2(X)=\tau^2\left(\frac X3-\frac{X^3}{6}+\frac{X^4}{24}\right),\qquad
m_2(1)=\tau^2\,\frac{8-4+1}{24}=\frac{5\tau^2}{24}.
\end{equation}

An integration by parts shows the physics. Since $m_k(0)=0$ and $m_k'(1)=0$,
\begin{equation}
m_k(1)=\int_0^1m_k'\,dX=\bigl[Xm_k'\bigr]_0^1-\int_0^1Xm_k''\,dX=-\tau\int_0^1X\,m_{k-1}(X)\,dX .
\label{path}
\end{equation}
The capacitance $C\,dX$ at $X$ draws its current through the resistance $RX$ that lies between it and the source. In first order each piece is taken to follow the source at once, and the sum of the resistive drops is $\tau\int X\,dX=\tau/2$. In second order the charging current is corrected for the delay at each piece, and the sum is $\tau^2\int(X^2-X^3/2)\,dX=\tau^2(\frac13-\frac18)=5\tau^2/24$.

\section*{(d) Meaning in time}

\emph{Relate $m_1$ and $m_2$ to the impulse response $h(t)$ and to the unit step response $v(t)$ at the open end. Find the spread of $h$ and the time at which $v=\frac12$.}

By definition $H(s)=\int_0^\infty h(t)e^{-st}dt$. The poles of $H$ found in (b) lie at $s=-(2k+1)^2\pi^2/(4\tau)$, so at late times $h$ decays as $e^{-\pi^2t/4\tau}$ and all its time moments are finite. Expanding $e^{-st}=1-st+s^2t^2/2-\dots$ under the integral gives
\begin{equation}
m_0=\int_0^\infty h\,dt,\qquad m_1=-\int_0^\infty t\,h\,dt,\qquad m_2=\frac12\int_0^\infty t^2h\,dt .
\end{equation}
The area under $h$ is 1, its mean time is $\langle t\rangle=\tau/2$, and $\langle t^2\rangle=2m_2=5\tau^2/12$.

These are averages over a true distribution if $h$ is nowhere negative. The zeros of $\cosh\sqrt u$ give the product
\begin{equation}
H=\prod_{k=0}^{\infty}\left[1+\frac{4s\tau}{(2k+1)^2\pi^2}\right]^{-1}.
\end{equation}
Each factor is the transform of a positive decaying exponential, and a product of transforms is a convolution in time. A convolution of positive functions is not negative, so $h\ge0$. Its variance is
\begin{equation}
\sigma^2=\langle t^2\rangle-\langle t\rangle^2=2m_2-m_1^2=\left(\frac5{12}-\frac14\right)\tau^2=\frac{\tau^2}{6}.
\end{equation}

The step response obeys $1-v(t)=\int_t^\infty h(t')\,dt'$. Multiply by $t$, integrate, and exchange the order of integration:
\begin{equation}
\int_0^\infty t\,(1-v)\,dt=\int_0^\infty h(t')\left(\int_0^{t'}t\,dt\right)dt'=\frac12\int_0^\infty t'^2h(t')\,dt'=m_2 .
\end{equation}
So $m_2$ is the area between the step response and its final value, weighted with time. It gives the slow tail more weight than $m_1$ does.

For the half-way time, invert $H/s$ by its residues. At a zero of $\cosh\theta$, $d\cosh\sqrt u/du=\sinh\theta/(2\theta)=(-1)^k/[(2k+1)\pi]$. Dividing its inverse by $u=-(2k+1)^2\pi^2/4$ gives the amplitudes in
\begin{equation}
v(t)=1-\frac4\pi\left(e^{-\pi^2t/4\tau}-\frac13e^{-9\pi^2t/4\tau}+\dots\right).
\end{equation}
Near half height the second exponential is already very small. The first alone gives $t_{50}=(4\tau/\pi^2)\ln(8/\pi)=0.379\,\tau$. This is earlier than the mean $0.5\,\tau$, because the long tail pulls the mean to later times.

\section*{(e) A ladder of lumped sections}

\emph{For a circuit simulation the line can be replaced by $N$ equal pi sections, each a resistor $R/N$ with a capacitor $C/2N$ at both ends. Find $m_2$ of this ladder.}

Number the nodes $j=0,\dots,N$ from the source and put $X_j=j/N$. Two half capacitors meet at each inner node, which gives $C/N$; the last node has $C/2N$. The capacitor at node 0 sits across the ideal source and has no effect. Current conservation, order by order in $s$, reads
\begin{align}
m_{k,j+1}-2m_{k,j}+m_{k,j-1}&=\frac{\tau}{N^2}\,m_{k-1,j}\qquad(0<j<N),\\
m_{k,N}-m_{k,N-1}&=-\frac{\tau}{2N^2}\,m_{k-1,N}.
\end{align}
For $k=1$ the right-hand sides are $\tau/N^2$ and $-\tau/2N^2$. The continuous profile $\tau(X_j^2/2-X_j)$ solves both. The second difference of $X^2/2$ is $1/N^2$ and that of $X$ is zero. At the end, the profile changes from $\tau(-\frac12+\frac1{2N^2})$ to $-\frac\tau2$. The ladder therefore has the same $m_1$ as the line at each node.

The argument below Eq.~(\ref{path}) now gives a sum in place of the integral. The last node carries half weight; with full weight its term would be $(X^2-X^3/2)/N=1/(2N)$ at $X=1$, so half of it, $1/(4N)$, is subtracted from the full sum:
\begin{align}
\frac{m_2}{\tau^2}&=\frac1N\sum_{j=1}^N\left(\frac{j^2}{N^2}-\frac{j^3}{2N^3}\right)-\frac1{4N}\\
&=\frac{(N+1)(2N+1)}{6N^2}-\frac{(N+1)^2}{8N^2}-\frac1{4N}\\
&=\left(\frac13-\frac18\right)+\frac1N\left(\frac12-\frac14-\frac14\right)+\frac1{N^2}\left(\frac16-\frac18\right)
=\frac{1}{24}\left(5+\frac1{N^2}\right).
\end{align}
The excess over the line, relative to the line's value, is $1/(5N^2)$. One section gives $0.2500\,\tau^2$, which is 20\% too much; two give $0.2188\,\tau^2$, three $0.2130\,\tau^2$ and ten $0.2088\,\tau^2$. One section is a single pole, $H=1/(1+s\tau/2)$. It has the right mean delay but too large a spread, $\tau/2$ instead of $\tau/\sqrt6$.

\section*{(f) Driver, load and inductance}

\emph{Let the source have a resistance $R_d$ and let the far end feed a capacitor $C_L$. Find the new $m_2$ and the condition for the ideal result to hold. Then find the effect of a series inductance $L$ of the line, with ideal source and open end.}

Call the far-end voltage $V_2$. The current there is now $sC_LV_2$ instead of zero. In the solution of (a) this means $A=V_2$ and $B=R\,sC_LV_2/\theta$. At $X=0$,
\begin{align}
V_1&=V_2\left(\cosh\theta+sRC_L\frac{\sinh\theta}{\theta}\right),\\
I_1&=V_2\left(\frac{\theta\sinh\theta}{R}+sC_L\cosh\theta\right).
\end{align}
The source voltage is $V_1+R_dI_1$, and dividing it by $V_2$ gives $1/H$. Insert $\sinh\theta/\theta=1+u/6+\dots$ and $\theta\sinh\theta=u+u^2/6+\dots$, and use $R_du/R=sR_dC$. Then $1/H=1+b_1s+b_2s^2+\dots$ with
\begin{align}
b_1&=\frac{RC}2+R_dC+RC_L+R_dC_L,\\
b_2&=RC\left(\frac{RC}{24}+\frac{R_dC}6+\frac{RC_L}6+\frac{R_dC_L}2\right).
\end{align}
Inverting the series as in (b) gives $m_1=-b_1$ and $m_2=b_1^2-b_2$.

To first order in $R_d$, $b_1^2$ grows by $2(\tau/2)R_dC$ and $b_2$ by $\tau R_dC/6$, so $m_2$ grows by $\frac56\tau R_dC$. Relative to $5\tau^2/24$ this is $4R_d/R$. The load enters in the same way, with $4C_L/C$. The ideal result thus needs $4R_d/R+4C_L/C\ll1$, which is stricter than $R_d\ll R$ suggests. In the opposite limit, $R_d\gg R$ with $C_L=0$, the term $(R_dC)^2$ dominates, and the wire acts as one lumped capacitor.

With inductance, the series impedance $R$ becomes $R+sL$, so $\theta^2=sC(R+sL)=s\tau+s^2LC$. Then
\begin{equation}
H=1-\tfrac12(s\tau+s^2LC)+\tfrac5{24}s^2\tau^2+\dots,\qquad m_2=\frac{5(RC)^2}{24}-\frac{LC}2 .
\end{equation}
The first coefficient is unchanged, and the second falls. The reading of $-m_1$ as a mean delay rests on $h\ge0$, which was shown in (d) only without inductance. Now $2m_2-m_1^2=\tau^2/6-LC$, which is negative for $LC>\tau^2/6$; there $h$ must change sign, and the moments are no longer those of a distribution.

\section*{(g) A copper wire on a chip}

\emph{Evaluate the results for a copper wire 40 nm wide, 80 nm high and 200 $\mu$m long, with resistivity $4\ \mu\Omega\,$cm and capacitance 0.2 fF/$\mu$m. Size the effects left out.}

These are rough typical values for an intermediate wiring level of an advanced chip. The length is on the long side for so small a cross-section. The resistivity is well above that of bulk copper because electrons scatter at surfaces and grain boundaries. With $4\ \mu\Omega\,\mathrm{cm}=4\times10^{-8}\ \Omega\,$m,
\begin{equation}
R=\frac{4\times10^{-8}\times200\times10^{-6}}{40\times80\times10^{-18}}\ \Omega=2500\ \Omega,\qquad C=0.2\times200\ \mathrm{fF}=40\ \mathrm{fF},
\end{equation}
and $RC=100$ ps. Hence $m_1=-50$ ps and $m_2=5\times100^2/24=2083\ \mathrm{ps}^2$. The impulse response has a mean of 50 ps and a standard deviation of 41 ps, so it is nearly as wide as it is late. The step response reaches half height at 38 ps.

On the frequency axis $s=i\omega$, and $m_2$ appears in the real part: $\mathrm{Re}\,H=1-m_2\omega^2+O(\omega^4)$. At 1 GHz, $\omega RC=0.628$. The closed form gives $H=0.923-0.294i$. First order gives $1-0.314i$, an error of 0.080 in absolute value; second order gives $0.918-0.314i$, with an error of 0.020. What remains is mostly the cubic term, $+i\frac{61}{720}(\omega RC)^3=0.021i$. The series converges below 3.9 GHz.

The effects left out are now switched on one at a time, with all else held fixed. The added parameters are again rough.

\emph{Driver and load.} For $R_d=200\ \Omega$ and $C_L=1$ fF, $R_dC=8$ ps, $RC_L=2.5$ ps and $R_dC_L=0.2$ ps. So $b_1=60.7$ ps, $b_2=602\ \mathrm{ps}^2$ and $m_2=3083\ \mathrm{ps}^2$, which is 48\% above the ideal value. The first-order estimate, $4\times0.08+4\times0.025=42\%$, accounts for most of it.

\emph{Inductance.} At 0.5 pH/$\mu$m, $L=100$ pH and $LC=4\ \mathrm{ps}^2$. The shift of $m_2$ is $-2\ \mathrm{ps}^2$, or $-0.1\%$.

\emph{Heating.} From 25 to 105 $^\circ$C, at $0.007\ \mu\Omega\,$cm/K, the resistivity rises by $0.56\ \mu\Omega\,$cm and $R$ to 2850 $\Omega$. As $m_2\propto R^2$, it grows by 30\% to about $2710\ \mathrm{ps}^2$.

\emph{Neighbouring wires.} So far $C$ has assumed neighbours at fixed potential. Suppose a share 0.6 of it is coupling to them, and that all wires of a uniform bus are driven alike but with alternating sign. Each neighbour is then at $-V$, the voltage across the coupling capacitance is $2V$, and that part counts twice. The effective capacitance is $(0.4+2\times0.6)C=1.6C$, and $m_2$ grows by $1.6^2=2.56$ to about $5330\ \mathrm{ps}^2$. If all wires switch together, the coupling carries no charge and the factor is $0.4^2=0.16$. A neighbour that merely does not switch is not at fixed potential either: it is a resistive line held only at its source end. One wire switching among quiet ones is an equal mixture of the patterns in which the drive advances by a phase $\phi$ from wire to wire, each with effective capacitance $(1-0.6\cos\phi)C$. The average of this factor is 1, so $m_1$ is unchanged, but the average of its square is $1+0.6^2/2=1.18$, so $m_2$ rises to about $2460\ \mathrm{ps}^2$.

\emph{Skin effect.} The skin depth $\sqrt{\rho/(\pi f\mu_0)}$ at 3.9 GHz is 1.6 $\mu$m, twenty times the height of the wire. The current fills the cross-section, and a constant $r$ is justified.

For this wire, then, the purely resistive and capacitive line is a sound model, but the ideal source and the neighbours at fixed potential are not. The value $2083\ \mathrm{ps}^2$ holds for an ideal source, an open end and neighbours at fixed potential; a delay estimate for a real net must include its driver, its load, its temperature and the switching of its neighbours.
